# Dielectric stopping in an RPA electron gas with a separate plasmon pole

## A mesh that loses a quarter of the stopping

Take a proton of $10^5$ eV in a uniform electron gas with 0.2 electrons per cubic angstrom. Its electronic stopping follows from an integral of the loss function $\mathrm{Im}[-1/\varepsilon(k,\omega)]$ over wavevector and frequency. The direct scheme evaluates this function on a mesh of real frequencies and adds up. For this proton it converges to 8.35 eV/Å, whereas the correct value in the same model is 11.55 eV/Å.

Refining the mesh does not help. In the random-phase approximation (RPA) the plasmon is undamped at small wavevector. Its loss is a line of zero width and finite area, and a mesh point beside the line returns zero. Adding an artificial damping $\eta$ makes the line visible, but the mesh must then resolve the width $\eta$, and the condition that the ion is fast enough to excite the plasmon is smeared over the same width.

The scheme below treats the line analytically. A sum rule at each wavevector then shows whether any strength has been lost.

## What must be integrated

Atomic units are used in the algebra. A heavy point charge $Z_1$ moves on a straight line at constant nonrelativistic velocity $\mathbf v$, and the gas responds linearly. With Fourier factors $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$, the charge density is $2\pi Z_1\delta(\omega-\mathbf k\cdot\mathbf v)$ and the total potential is $4\pi/(k^2\varepsilon)$ times that density. Subtracting the potential of the bare charge leaves the induced part. Its field, $-i\mathbf k$ times the potential, acts on the charge, and the stopping is minus the force along $\hat{\mathbf v}$:

$$S=\frac{4\pi Z_1^2}{(2\pi)^3}\int d^3k\,\frac{i\,\mathbf k\cdot\hat{\mathbf v}}{k^2}\left[\frac1{\varepsilon(k,\mathbf k\cdot\mathbf v)}-1\right].$$

Because $\varepsilon(k,-\omega)=\varepsilon(k,\omega)^*$, the real part of the bracket is even in $\mathbf k$ and cancels against the odd factor $\mathbf k\cdot\hat{\mathbf v}$. The imaginary part survives, and $i\cdot i=-1$ turns it into $\mathrm{Im}(-1/\varepsilon)$. Now write $d^3k=2\pi k^2dk\,d\mu$ and $\omega=kv\mu$, so that $d\mu=d\omega/(kv)$ and $\mathbf k\cdot\hat{\mathbf v}=\omega/v$. The integrand is even in $\omega$, hence

$$S=\frac{2Z_1^2}{\pi v^2}\int_0^\infty\frac{dk}{k}\,M(k,kv),\qquad M(k,W)=\int_0^W\omega\,\mathrm{Im}\frac{-1}{\varepsilon(k,\omega)}\,d\omega .$$

## The response function and its continuum

For an unpolarized gas at zero temperature, with occupation $f_p$ and energies $p^2/2$, the RPA gives $\varepsilon=1-4\pi\chi_0/k^2$ with

$$\chi_0=2\int\!\frac{d^3p}{(2\pi)^3}\,\frac{f_{\mathbf p}-f_{\mathbf p+\mathbf k}}{\omega+i0+p^2/2-|\mathbf p+\mathbf k|^2/2}.$$

Shift $\mathbf p\to\mathbf p-\mathbf k$ in the second term. With $p$ now the component along $\mathbf k$, the two denominators are $\omega-kp\mp k^2/2$, and the difference of their inverses is $k^2/[(\omega-kp)^2-k^4/4]$. The transverse momenta fill a disc of area $\pi(k_F^2-p^2)$, so

$$\varepsilon=1-\frac1\pi\int_{-k_F}^{k_F}\frac{k_F^2-p^2}{(\omega+i0-kp)^2-k^4/4}\,dp. \tag{1}$$

Set $p=k_Fx$, $u=\omega/(kk_F)$, $z=k/(2k_F)$ and $\chi^2=1/(\pi k_F)$; in atomic units the Fermi speed $v_F$ equals $k_F$. Then

$$\varepsilon=1-\frac{\chi^2}{4z^2}\int_{-1}^1\frac{1-x^2}{(x-u)^2-z^2}dx,\qquad \frac1{(x-u)^2-z^2}=\frac1{2z}\left[\frac1{x-u-z}-\frac1{x-u+z}\right].$$

Each piece is an integral with a single pole at $a=u\pm z$. Using $1-x^2=(1-a^2)-(x-a)(x+a)$, its principal value is

$$\int_{-1}^1\frac{1-x^2}{x-a}dx=-\Phi(a)-2a,\qquad \Phi(a)=(1-a^2)\ln\left|\frac{a+1}{a-1}\right|.$$

The two terms $-2a$ combine to $-4z$, and the real part is

$$\varepsilon_1=1+\frac{\chi^2}{z^2}\left[\frac12+\frac{\Phi(u+z)-\Phi(u-z)}{8z}\right].$$

Since $\omega$ carries $+i0$, so does $a$, and $1/(x-a-i0)$ contributes $i\pi\delta(x-a)$. With $(y)_+=\max(y,0)$,

$$\varepsilon_2=\frac{\pi\chi^2}{8z^3}\left\{[1-(u-z)^2]_+-[1-(u+z)^2]_+\right\}.$$

For $u+z<1$ the braces equal $4uz$. Electron–hole pairs therefore occupy $\max(0,z-1)<u<z+1$, and for $z<1$ there is a kink at $u=1-z$. These are the panel boundaries of the frequency quadrature. The upper edge is $\omega_e=kk_F+k^2/2$.

## Where the line is

Causality lets $\varepsilon$ be written through its imaginary part:

$$\varepsilon(k,\omega)=1+\frac2\pi\int_0^{\omega_e}\frac{\omega'\varepsilon_2(k,\omega')}{\omega'^2-\omega^2}\,d\omega'. \tag{2}$$

At large $\omega$, Eq. (1) gives $\varepsilon\to1-4k_F^3/(3\pi\omega^2)=1-\omega_p^2/\omega^2$, where $\omega_p^2=4\pi n$ and $n=k_F^3/(3\pi^2)$. Comparison with (2) gives $(2/\pi)\int\omega'\varepsilon_2d\omega'=\omega_p^2$.

Above the edge, (2) rises steadily towards 1. There is thus one zero $\omega_k$ if $\varepsilon$ is negative at the edge and none if it is positive. Below the lower edge, which exists for $z>1$, (2) exceeds 1 and has no zero. Where $\varepsilon_1$ vanishes inside the continuum, $\varepsilon_2$ is nonzero, so that point is not a pole and must not be given a line.

At the edge $u=1+z$ one has $\Phi(1)=0$ and $\Phi(1+2z)=-4z(1+z)\ln(1+1/z)$. The condition $\varepsilon=0$ there reads

$$z^2=\frac{\chi^2}{2}\left[(1+z)\ln\left(1+\frac1z\right)-1\right].$$

The derivative of the bracket is $\ln(1+1/z)-1/z<0$, so the right side falls while the left side rises. There is one root $z_c$, and the line exists for $k<k_c=2k_Fz_c$.

For $k<k_c$ the edge is the lower bracket for root finding. An upper bracket comes from setting (2) to zero and replacing $\omega'$ by its largest value in the denominator:

$$1=\frac2\pi\int\frac{\omega'\varepsilon_2}{\omega_k^2-\omega'^2}d\omega'\le\frac{\omega_p^2}{\omega_k^2-\omega_e^2}\quad\Rightarrow\quad\omega_k^2\le\omega_p^2+\omega_e^2 .$$

## How much the line weighs

Near the zero, $\varepsilon\simeq\varepsilon'(\omega-\omega_k+i0)$ with $\varepsilon'=\partial\varepsilon/\partial\omega>0$, so $\mathrm{Im}(-1/\varepsilon)=\pi\delta(\omega-\omega_k)/\varepsilon'$. The line adds to $M(k,W)$, once $W>\omega_k$, the amount

$$A(k)=\frac{\pi\omega_k}{\varepsilon'(k,\omega_k)},\qquad \varepsilon'=\frac{\chi^2}{8z^3kk_F}\left[\Phi'(u+z)-\Phi'(u-z)\right].$$

Differentiating $\Phi$, and using $1/(x+1)-1/(x-1)=2/(1-x^2)$, gives $\Phi'(x)=2-2x\ln|(x+1)/(x-1)|$.

## The sum rule at each wavevector

The audit rests on the statement that, for every $k$,

$$M(k,\infty)=\frac{\pi\omega_p^2}{2}. \tag{3}$$

To prove it, first show that $\varepsilon$ has no zero for $\mathrm{Im}\,\omega>0$. In (2) the imaginary part of $1/(\omega'^2-\omega^2)$ has the sign of $\mathrm{Im}\,\omega^2$ for every $\omega'$, so a zero needs real $\omega^2$. In the upper half-plane this means $\omega=iy$, where (2) gives $\varepsilon>1$. Hence $h=1/\varepsilon-1$ is analytic there, and at large frequency $h\to\omega_p^2/\omega^2$.

Close the integral of $\omega h$ with a large upper semicircle. The total is zero and the arc contributes $i\pi\omega_p^2$, so the line just above the real axis contributes $-i\pi\omega_p^2$. Its imaginary part gives $\int_{-\infty}^{\infty}\omega\,\mathrm{Im}(-1/\varepsilon)d\omega=\pi\omega_p^2$, and half of this is (3). The path runs above the plasmon pole, so the line is included.

In the example $k_c=1.320$ Å⁻¹. As fractions of $\pi\omega_p^2/2$, the two parts are:

| $k/k_c$ | line | pairs |
|---|---|---|
| 0.30 | 0.9991 | 0.0009 |
| 0.60 | 0.978 | 0.022 |
| 0.90 | 0.767 | 0.233 |
| 0.98 | 0.504 | 0.496 |
| 1.02 | 0 | 1.000 |

At $0.30\,k_c$ the naive mesh misses 99.9% of the strength. With the line included, the sum differs from 1 by less than $10^{-11}$ at all ten wavevectors listed in the numerical output.

## The remaining difficulty near the cutoff

Just above $k_c$ the line has entered the continuum as a narrow peak. Put $u=1+z-\delta$ with small $\delta$, let $e>0$ be the value of $\varepsilon$ at the edge, and let $c=\chi^2/(8z^3)$. Keeping the logarithmic term and dropping terms linear in $\delta$,

$$\varepsilon_1\simeq e-2c\,\delta\ln(2/\delta),\qquad \varepsilon_2\simeq2\pi c\,\delta .$$

Very near $k_c$ the peak sits close to the point where $\varepsilon_1=0$, at a $\delta$ that shrinks with $e$, and its half-width at half maximum is roughly $\varepsilon_2/|d\varepsilon_1/d\delta|$. At $k=1.001\,k_c$ the peak lies at 0.91 of that $\delta$ and the width estimate is about 16% high; at $1.02\,k_c$ it lies at 0.75 of it and the estimate is too large by a factor of 1.7. Relative to $\delta$, the width slowly approaches $\pi/\ln(2/\delta)$ as $\delta\to0$. A uniform mesh whose spacing exceeds this width can miss it, but points spaced evenly in $\ln\delta$ can resolve it unless $\delta$ is extremely small. The substitution $x=1/(1+e^{-\pi\sinh t})$ on each panel, with equal steps in $t$, crowds points towards both ends, although their spacing in $\ln\delta$ widens towards the edge. Here 241 points cover $-3\le t\le3$.

The scheme is then:

1. Find $k_c$. Split the $k$ integral at $k_c$, $2k_F$ and $2|v\pm v_F|$, where the cutoff $kv$ meets a boundary of the continuum or the integrand changes form. Integrate in $\ln k$ from a small lower limit, here $10^{-3}k_F$, below which the integrand is negligible, up to $2(v+v_F)$; beyond that $kv$ lies below the continuum.
2. At each $k$, integrate the pairs panel by panel up to $\min(kv,\omega_e)$.
3. Integrate $A(k)$ separately over the wavevectors with $k<k_c$ and $\omega_k<kv$.
4. At the outer nodes, compare pairs plus line with (3).

For the audit, define the stopping number $L$ by $S=(Z_1^2\omega_p^2/v^2)L$. Then $L=\int d\ln k\,M(k,kv)/(\pi\omega_p^2/2)$, so a relative defect in (3), integrated over $\ln k$, is an error in $L$ wherever the full moment is used. Over 180 nodes between $0.05\,k_F$ and $5\,k_F$ the worst defect is $3.8\times10^{-3}$, at a node only $5\times10^{-7}$ from $k_c$ in relative distance. The cause is an under-resolved peak: with 481, 961 and 1921 points per panel the defect there falls to about $6\times10^{-4}$, $10^{-6}$ and $10^{-11}$. Integrated over $\ln k$, the defects amount to $1\times10^{-7}$, which is harmless.

## What the sum rule cannot see

A model that puts the whole strength $\pi\omega_p^2/2$ into a line at any frequency satisfies (3), yet it gives a wrong stopping if that frequency is wrong. The audit detects lost strength, not misplaced strength. A second check must therefore be sensitive to the cutoff $kv$.

The function $\omega(1-1/\varepsilon)$ is analytic in the upper half-plane, and its added term $\omega$ integrates to a real number. So $M(k,kv)$ is the imaginary part of its integral from 0 to $kv$ along the semicircle $\omega=(kv/2)(1+e^{i\theta})$. This path passes above the plasmon, which needs no residue. On it, $\varepsilon$ can be taken from (1) with $p$ following a semicircle below the real axis, which avoids the closed formulas as well. The pole crossing is still used to place panel boundaries in $k$.

For the $10^5$ eV proton both roads give 11.5523 eV/Å. Agreement within a relative $2\times10^{-4}$ was tested at all five energies of the example.

## When the ion can excite the line

The ion excites the plasmon if $v>\omega_k/k=k_Fu$. It is tempting to take the threshold at the end of the line, $v_F+k_c/2$. That is slightly too high.

Just above the edge, with $u-z=1+\delta$, the term $-\Phi'(u-z)\simeq2\ln(2/\delta)-2$ diverges as $\delta\to0$. It enters $\partial\varepsilon/\partial u$ with a plus sign and $\partial\varepsilon/\partial z$ with a minus sign. Along the line $\varepsilon=0$, therefore,

$$\frac{du}{dz}=-\frac{\partial\varepsilon/\partial z}{\partial\varepsilon/\partial u}\to1\quad\text{as }k\to k_c .$$

The line joins the edge tangentially, and its phase speed is rising there. The limit is approached only logarithmically: the slope is 0.56 at $1-k/k_c=10^{-4}$ and 0.85 at $10^{-12}$. At small $k$ the phase speed falls as $\omega_p/k$, so a minimum lies in between. A search from $0.8\,k_c$ to $k_c$ finds it at $0.989\,k_c$, with speed $1.36409\,v_F$, against $1.36484\,v_F$ at the end of the line.

Between these speeds the line acts on an interval that stops short of $k_c$. At the middle of this window it is active from $0.979\,k_c$ to $0.997\,k_c$ and supplies 0.092 of 12.257 eV/Å. The contour calculation gives the same total. The effect is small, but a root finder that assumes a falling phase speed would fail here.

## Fast and slow limits

For $v>v_F+k_c/2$, let $k_1$ be the wavevector where $\omega_k=kv$. When $k_1<k<2(v-v_F)$, the cutoff $kv$ lies above both the line and the continuum edge. Then (3) applies in full, and this range contributes $\ln[2(v-v_F)/k_1]$ to $L$.

At high speed $k_1\to\omega_p/v$ and $2(v-v_F)\to2v$. The remaining contributions vanish:

- Between $2(v-v_F)$ and $2(v+v_F)$ the integrand is at most 1 and the range in $\ln k$ shrinks to zero.
- Below $k_1$ only pairs count. The dispersion relation for $1/\varepsilon$ at zero frequency gives $(2/\pi)\int\mathrm{Im}(-1/\varepsilon)\,d\omega/\omega=1-1/\varepsilon(k,0)\le1$. Since pair frequencies do not exceed $\omega_e$, their share of (3) is at most $\omega_e^2/\omega_p^2$. This falls as $k^2$, so its integral over $\ln k$ up to $k_1$ vanishes.

Hence

$$S\to\frac{Z_1^2\omega_p^2}{v^2}\ln\frac{2v^2}{\omega_p}.$$

For slow ions the line is out of reach. At small $\omega$ and $k<2k_F$, $\varepsilon_2=(\chi^2/z^2)(\pi u/2)=2\omega/k^3$. Thus $M(k,kv)\simeq2v^3/[3\varepsilon(k,0)^2]$, and

$$S\to\frac{4Z_1^2v}{3\pi}\int_0^{2k_F}\frac{dk}{k\,\varepsilon(k,0)^2}.$$

The stopping is then proportional to speed. The integral converges because screening makes $\varepsilon(k,0)$ grow as $1/k^2$ at small $k$.

## The example in numbers

The density gives $k_F=(3\pi^2\times0.2)^{1/3}=1.809$ Å⁻¹. The plasmon energy rises from 16.6 eV at $k=0$ to 24.8 eV at $k_c$, and a proton reaches the plasmon threshold at about $4.26\times10^4$ eV. With $Z_1=1$ and the gas held fixed, the stopping in eV/Å is:

| energy (eV) | pairs | line | total |
|---|---|---|---|
| $2\times10^4$ | 7.82 | 0 | 7.82 |
| $10^5$ | 8.35 | 3.21 | 11.55 |
| $3\times10^5$ | 3.75 | 2.03 | 5.78 |
| $10^6$ | 1.42 | 0.91 | 2.33 |
| $10^7$ | 0.197 | 0.146 | 0.343 |

Omitting the line costs $3.21/11.55=28\%$ at $10^5$ eV and $0.146/0.343=43\%$ at $10^7$ eV. Below threshold it costs nothing, so a test at low energy alone would not reveal the fault.

At $10^5$ eV, $k_1=0.625$ Å⁻¹ and $2(v-v_F)=3.943$ Å⁻¹. The saturated range gives $\ln(3.943/0.625)=1.84$ out of $L=2.41$, or 76%. At $10^7$ eV it gives 7.13 out of 7.18, and the limiting logarithm is also 7.18. At $2\times10^4$ eV that logarithm would be 0.96 against a computed $L$ of 0.33, so the fast formula is useless there.

The density is close to that of the valence electrons in aluminium, roughly 0.18 per cubic angstrom. The assumption that fails most clearly at high energy is the absence of core electrons. Aluminium has 13 electrons per atom, of which 3 are valence electrons. Once the core takes part, the prefactor can grow by up to $13/3\approx4$, partly offset by a smaller logarithm, so the $10^7$ eV entry is too low for the metal by a factor of a few. Relativistic corrections there are of relative order $v^2/c^2$, about 2%. At the two lowest energies $Z_1/v$ is about 1.1 and 0.5 in atomic units, so electron capture and higher powers of $Z_1$ also matter. At $10^5$ eV the Bloch term alone, $\psi(1)-\mathrm{Re}\,\psi(1+iZ_1/v)\approx-0.25$ with $\psi$ the digamma function, is about 10% of $L$; the other corrections are not estimated here. Band structure, and exchange and correlation in the response, are also left out. Plasmon damping in a real metal broadens the line. If the broadened response still obeys (3), and nearly all its strength lies below $kv$, the contribution at that wavevector hardly changes.

## Numbers as computed

```
electron density = 0.200 1/A^3
Fermi wavevector = 1.80919 1/A
Fermi energy = 12.4707 eV
plasmon energy at k=0 = 16.6063 eV
plasmon cutoff kc = 1.32012 1/A, kc/kF = 0.72967
plasmon energy at kc = 24.8387 eV
largest |eps closed - eps direct| = 1.9e-14
phase-speed minimum at k/kc = 0.98874
minimum phase speed / Fermi speed = 1.364086
edge speed (vF + kc/2) / Fermi speed = 1.364837
proton energy at plasmon threshold = 42607.2 eV
f-sum shares of pi*wp^2/2 (dimensionless), k in 1/A:
 k/kc=0.07 k=0.0924 pole=0.999998 pairs=0.000002 sum-1=-9.0e-12
 k/kc=0.30 k=0.3960 pole=0.999094 pairs=0.000906 sum-1=2.6e-13
 k/kc=0.60 k=0.7921 pole=0.978465 pairs=0.021535 sum-1=-7.4e-15
 k/kc=0.90 k=1.1881 pole=0.767363 pairs=0.232637 sum-1=-1.3e-15
 k/kc=0.98 k=1.2937 pole=0.503872 pairs=0.496128 sum-1=-6.0e-15
 k/kc=1.02 k=1.3465 pole=0.000000 pairs=1.000000 sum-1=-1.0e-13
 k/kc=1.10 k=1.4521 pole=0.000000 pairs=1.000000 sum-1=-6.2e-15
 k/kc=1.50 k=1.9802 pole=0.000000 pairs=1.000000 sum-1=-8.0e-15
 k/kc=2.50 k=3.3003 pole=0.000000 pairs=1.000000 sum-1=-4.0e-15
 k/kc=4.00 k=5.2805 pole=0.000000 pairs=1.000000 sum-1=-3.6e-15
audited nodes = 180, worst defect = 3.8e-03
worst node distance |k/kc-1| = 4.7e-07
defect integrated over ln k = 1.0e-07
E=20000 eV: v/vF=0.9346 pairs=7.8212 pole=0.0000 total=7.8212 eV/A
  contour=7.8212 eV/A, L=0.32695, ln(2v^2/wp)=0.96457
E=100000 eV: v/vF=2.0898 pairs=8.3461 pole=3.2062 total=11.5523 eV/A
  contour=11.5523 eV/A, L=2.41460, ln(2v^2/wp)=2.57401
  k1=0.6252 1/A, 2(v-vF)=3.9432 1/A, saturated log=1.84168
E=300000 eV: v/vF=3.6196 pairs=3.7470 pole=2.0337 total=5.7807 eV/A
  contour=5.7807 eV/A, L=3.62479, ln(2v^2/wp)=3.67262
  k1=0.3409 1/A, 2(v-vF)=9.4787 1/A, saturated log=3.32525
E=1000000 eV: v/vF=6.6085 pairs=1.4202 pole=0.9062 total=2.3265 eV/A
  contour=2.3265 eV/A, L=4.86268, ln(2v^2/wp)=4.87660
  k1=0.1836 1/A, 2(v-vF)=20.2935 1/A, saturated log=4.70556
E=10000000 eV: v/vF=20.8978 pairs=0.1974 pole=0.1460 total=0.3434 eV/A
  contour=0.3434 eV/A, L=7.17781, ln(2v^2/wp)=7.17918
  k1=0.0577 1/A, 2(v-vF)=71.9977 1/A, saturated log=7.12946
window speed v/vF = 1.364461
  pole active for k/kc = 0.97882 to 0.99729
  pole=0.09163 total=12.25722 contour=12.25722 eV/A
```
